# Spin-orbit integrals over Gaussians and London orbitals from electric-field integrals: verification in Python

```python
"""
Result under test: for real Gaussians a, b and r_K = r - K,
    <a| L_K/r_K^3 |b> = -i T_ab,   T_ab = integral a (r_K/r_K^3) x grad b,
where T is real and antisymmetric and is assembled from field integrals
F = <a| r_K/r_K^3 |b> in the McMurchie-Davidson scheme.
In a magnetic field, London orbitals give the Hermitian, generally complex
matrix G = <a| r_K x pi / r_K^3 |b>, with pi = -i grad + B x (r-O)/2.
A primitive is (exponent, centre, Cartesian powers). Hartree atomic units.
"""
import numpy as np
from scipy.special import gamma, gammainc
from pyscf import gto, scf, dft

UNIT = np.eye(3, dtype=int)
ZERO = np.zeros(3)
leg_x, leg_w = np.polynomial.legendre.leggauss(60)
boys_t, boys_w = 0.5 * (leg_x + 1), 0.5 * leg_w


def boys_values(nmax, argument):
    """F_n(z) = integral_0^1 t^(2n) exp(-z t^2) dt for n = 0..nmax."""
    n = np.arange(nmax + 1)
    if np.iscomplexobj(argument):
        decay = boys_w * np.exp(-argument * boys_t**2)
        return np.array([np.sum(decay * boys_t**(2 * m)) for m in n])
    if argument < 1e-12:
        return 1.0 / (2 * n + 1)
    s = n + 0.5
    return gamma(s) * gammainc(s, argument) / (2 * argument**s)


def hermite_table(imax, jmax, a, b, xa, xb, k):
    """Hermite expansion of one Cartesian factor times exp(i k x)."""
    p = a + b
    centre = (a * xa + b * xb) / p
    start = np.exp(-a * b / p * (xa - xb)**2)
    if k != 0:
        start = start * np.exp(1j * k * centre - k * k / (4 * p))
        centre = centre + 0.5j * k / p

    def raise_power(old, shift):
        n = len(old)
        new = []
        for t in range(n + 1):
            value = old[t - 1] / (2 * p) if t > 0 else 0.0
            if t < n:
                value = value + shift * old[t]
            if t + 1 < n:
                value = value + (t + 1) * old[t + 1]
            new.append(value)
        return new

    table = {(0, 0): [start]}
    for i in range(imax + 1):
        if i > 0:
            table[i, 0] = raise_power(table[i - 1, 0], centre - xa)
        for j in range(1, jmax + 1):
            table[i, j] = raise_power(table[i, j - 1], centre - xb)
    return table, centre


def coulomb_table(order, p, distance):
    """Hermite Coulomb integrals; entry [t,u,v][n] has auxiliary index n."""
    argument = p * np.sum(distance * distance)
    table = {(0, 0, 0): (-2 * p)**np.arange(order + 1)
             * boys_values(order, argument)}
    for total in range(1, order + 1):
        for t in range(total + 1):
            for u in range(total - t + 1):
                key = [t, u, total - t - u]
                axis = 0 if key[0] else (1 if key[1] else 2)
                key_low = key.copy()
                key_low[axis] -= 1
                value = distance[axis] * table[tuple(key_low)][1:]
                m = key_low[axis]
                if m > 0:
                    key_low[axis] -= 1
                    lower = table[tuple(key_low)]
                    value = value + m * lower[1:len(value) + 1]
                table[tuple(key)] = value
    return table


def pair_integrals(bra, ket, K, wave=ZERO):
    """Return functions for potential and field integrals of one pair."""
    a, A, la = bra
    b, B, lb = ket
    p = a + b
    data = [hermite_table(la[q] + 1, lb[q] + 1, a, b, A[q], B[q], wave[q])
            for q in range(3)]
    E = [d[0] for d in data]
    centre = np.array([d[1] for d in data])
    R = coulomb_table(sum(la) + sum(lb) + 2, p, centre - K)

    def hermite_sum(shift, pa, pb):
        ex, ey, ez = [E[q][pa[q], pb[q]] for q in range(3)]
        sx, sy, sz = shift
        result = 0.0
        for t, ct in enumerate(ex):
            for u, cu in enumerate(ey):
                for v, cv in enumerate(ez):
                    result += ct * cu * cv * R[t + sx, u + sy, v + sz][0]
        return 2 * np.pi / p * result

    def potential(pa, pb):
        return hermite_sum((0, 0, 0), pa, pb)

    def field(axis, pa, pb):
        return -hermite_sum(tuple(int(q) for q in UNIT[axis]), pa, pb)

    return potential, field


def shifted(powers, axis, change):
    new = list(powers)
    new[axis] += change
    return tuple(new)


def derivative(primitive, axis):
    exponent, _, powers = primitive
    terms = [(-2 * exponent, shifted(powers, axis, 1))]
    if powers[axis] > 0:
        terms.append((powers[axis], shifted(powers, axis, -1)))
    return terms


def field_gradient_term(field, bra, ket, field_axis, gradient_axis):
    return sum(c * field(field_axis, bra[2], powers)
               for c, powers in derivative(ket, gradient_axis))


def pso_from_field(bra, ket, K):
    _, field = pair_integrals(bra, ket, K)
    result = []
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        result.append(field_gradient_term(field, bra, ket, j, k)
                      - field_gradient_term(field, bra, ket, k, j))
    return np.array(result)


def pso_from_potential(bra, ket, K):
    potential, _ = pair_integrals(bra, ket, K)

    def element(j, k):
        return sum(ca * cb * potential(pa, pb)
                   for ca, pa in derivative(bra, j)
                   for cb, pb in derivative(ket, k))

    return np.array([element((i + 1) % 3, (i + 2) % 3)
                     - element((i + 2) % 3, (i + 1) % 3) for i in range(3)])


def london_matrix(bra, ket, K, magnetic):
    wave = 0.5 * np.cross(magnetic, bra[1] - ket[1])
    _, field = pair_integrals(bra, ket, K, wave)

    def momentum_terms(axis):
        m, n = (axis + 1) % 3, (axis + 2) % 3
        terms = [(-1j * c, q) for c, q in derivative(ket, axis)]
        terms.append((0.5 * magnetic[m], shifted(ket[2], n, 1)))
        terms.append((-0.5 * magnetic[n], shifted(ket[2], m, 1)))
        return terms

    def element(j, k):
        return sum(c * field(j, bra[2], q) for c, q in momentum_terms(k))

    return np.array([element((i + 1) % 3, (i + 2) % 3)
                     - element((i + 2) % 3, (i + 1) % 3) for i in range(3)])


# Direct quadrature: spherical coordinates about K remove the 1/r^2 peak.
rad_x, rad_w = np.polynomial.legendre.leggauss(80)
radius, radius_w = 4.5 * (rad_x + 1), 4.5 * rad_w
cosine, cosine_w = np.polynomial.legendre.leggauss(36)
phi = 2 * np.pi * np.arange(44) / 44
sine = np.sqrt(1 - cosine**2)
directions = np.stack([np.outer(sine, np.cos(phi)),
                       np.outer(sine, np.sin(phi)),
                       np.outer(cosine, np.ones(44))], axis=-1).reshape(-1, 3)
angle_w = np.repeat(cosine_w, 44) * 2 * np.pi / 44
relative = (radius[:, None, None] * directions).reshape(-1, 3)
normals = np.tile(directions, (len(radius), 1))
quad_w = np.outer(radius_w, angle_w).ravel()


def orbital_value(points, primitive, magnetic, origin):
    exponent, centre, powers = primitive
    d = points - centre
    value = np.exp(-exponent * np.sum(d * d, axis=1))
    for q in range(3):
        value = value * d[:, q]**powers[q]
    vector = 0.5 * np.cross(magnetic, centre - origin)
    return value * np.exp(-1j * (points @ vector))


def direct_quadrature(bra, ket, K, magnetic=ZERO, origin=ZERO):
    points = relative + K
    left = orbital_value(points, bra, magnetic, origin).conj()
    right = orbital_value(points, ket, magnetic, origin)
    h = 1e-3
    momentum = []
    for q in range(3):
        step = h * UNIT[q]
        f = [orbital_value(points + m * step, ket, magnetic, origin)
             for m in (-2, -1, 1, 2)]
        momentum.append(-1j * (f[0] - 8 * f[1] + 8 * f[2] - f[3]) / (12 * h))
    momentum = np.array(momentum).T
    momentum += 0.5 * np.cross(magnetic, points - origin) * right[:, None]
    return (quad_w * left) @ np.cross(normals, momentum)


# General primitive pairs, including d and f functions.
K_test = np.array([0.2, 0.1, -0.3])
bra_d = (0.8, np.array([0.3, -0.4, 0.2]), (1, 1, 0))
kets = [(0.5, np.array([-0.5, 0.6, 0.4]), (0, 0, 1)),
        (0.5, np.array([-0.5, 0.6, 0.4]), (2, 0, 1))]
quad_error = 0.0
for ket in kets:
    T = pso_from_field(bra_d, ket, K_test)
    forward = direct_quadrature(bra_d, ket, K_test)
    backward = direct_quadrature(ket, bra_d, K_test)
    quad_error = max(quad_error, np.max(abs(forward + 1j * T)),
                     np.max(abs(backward - 1j * T)))
    assert np.max(abs(T)) > 1e-3
    assert np.allclose(T, pso_from_potential(bra_d, ket, K_test), atol=1e-11)
assert quad_error < 1e-8

# The field integral is the nuclear-position derivative of the potential.
_, field_test = pair_integrals(bra_d, kets[0], K_test)
for q in range(3):
    step = 1e-4 * UNIT[q]
    plus = pair_integrals(bra_d, kets[0], K_test + step)[0]
    minus = pair_integrals(bra_d, kets[0], K_test - step)[0]
    slope = (plus(bra_d[2], kets[0][2]) - minus(bra_d[2], kets[0][2])) / 2e-4
    assert abs(slope - field_test(q, bra_d[2], kets[0][2])) < 1e-7

# One-centre p functions: compare with the radial expectation value.
p_exp = 1.0
p_norm = (2 * p_exp / np.pi)**0.75 * 2 * np.sqrt(p_exp)
px, py = (p_exp, ZERO, (1, 0, 0)), (p_exp, ZERO, (0, 1, 0))
T_p = p_norm**2 * pso_from_field(px, py, ZERO)[2]
r_density = np.exp(-2 * p_exp * radius**2)
inverse_cube = (np.sum(radius_w * radius * r_density)
                / np.sum(radius_w * radius**4 * r_density))
p_closed = 4 * (2 * p_exp)**1.5 / (3 * np.sqrt(np.pi))
assert abs(T_p - inverse_cube) < 1e-10
assert abs(p_closed - inverse_cube) < 1e-10

# Worked s pair.
a, b = 0.8, 0.5
A, B = np.array([1.0, 0.0, 0.0]), np.array([0.0, 1.5, 0.0])
s_a, s_b = (a, A, (0, 0, 0)), (b, B, (0, 0, 0))
p = a + b
P = (a * A + b * B) / p
norm = (2 * a / np.pi)**0.75 * (2 * b / np.pi)**0.75
overlap_factor = np.exp(-a * b / p * np.sum((A - B)**2))
boys_argument = p * np.sum(P**2)
F_boys = boys_values(2, boys_argument)
R_s = coulomb_table(2, p, P)
field_ab = pair_integrals(s_a, s_b, ZERO)[1]
field_ba = pair_integrals(s_b, s_a, ZERO)[1]
xy_ab = norm * field_gradient_term(field_ab, s_a, s_b, 0, 1)
yx_ab = norm * field_gradient_term(field_ab, s_a, s_b, 1, 0)
xy_ba = norm * field_gradient_term(field_ba, s_b, s_a, 0, 1)
yx_ba = norm * field_gradient_term(field_ba, s_b, s_a, 1, 0)
T_ab = norm * pso_from_field(s_a, s_b, ZERO)
T_ba = norm * pso_from_field(s_b, s_a, ZERO)
closed = (norm * 8 * np.pi * a * b / p * overlap_factor * F_boys[1]
          * np.cross(A, B))
direct_s = norm * direct_quadrature(s_a, s_b, ZERO)
assert np.allclose(closed, 1j * direct_s, atol=1e-8)
assert np.allclose(T_ab, closed, atol=1e-11)
assert np.allclose(T_ab, -T_ba, atol=1e-11)
assert abs(xy_ab + xy_ba) > 1e-3
assert abs((xy_ab + xy_ba) - (yx_ab + yx_ba)) < 1e-11

# London orbitals: two gauge origins in the direct definition.
magnetic = np.array([0.0, 0.0, 0.2])
G_ab = norm * london_matrix(s_a, s_b, ZERO, magnetic)
G_ba = norm * london_matrix(s_b, s_a, ZERO, magnetic)
G_reverse = norm * london_matrix(s_a, s_b, ZERO, -magnetic)
london_error = 0.0
for origin in (ZERO, np.array([0.7, -1.1, 0.4])):
    direct = norm * direct_quadrature(s_a, s_b, ZERO, magnetic, origin)
    london_error = max(london_error, np.max(abs(direct - G_ab)))
general_B = np.array([0.1, -0.15, 0.2])
G_general = london_matrix(bra_d, kets[0], K_test, general_B)
direct = direct_quadrature(bra_d, kets[0], K_test, general_B, A)
london_error = max(london_error, np.max(abs(direct - G_general)))
G_back = london_matrix(kets[0], bra_d, K_test, general_B)
assert london_error < 1e-8
assert np.allclose(G_general, G_back.conj(), atol=1e-11)
assert np.allclose(G_ab, G_ba.conj(), atol=1e-11)
assert np.allclose(G_reverse, -G_ab.conj(), atol=1e-11)
assert abs(G_ab[2].real) > 1e-5

# NH3: contracted matrix about nitrogen, restricted Hartree-Fock/6-31G.
h_radius, h_height = 1.77, -0.72
atoms = [("N", (0.0, 0.0, 0.0))]
for q in range(3):
    angle = 2 * np.pi * q / 3
    atoms.append(("H", (h_radius * np.cos(angle),
                        h_radius * np.sin(angle), h_height)))
mol = gto.M(atom=atoms, basis="6-31g", unit="Bohr", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
energy = mf.kernel()
assert mf.converged
primitives, entries, ao_index = [], [], 0
for shell in range(mol.nbas):
    l = mol.bas_angular(shell)
    assert l <= 1
    exponents = mol.bas_exp(shell)
    coefficients = mol.bas_ctr_coeff(shell)
    centre = mol.atom_coord(mol.bas_atom(shell))
    power_list = [(0, 0, 0)] if l == 0 else [tuple(map(int, u)) for u in UNIT]
    for column in range(coefficients.shape[1]):
        for powers in power_list:
            for exponent, c in zip(exponents, coefficients[:, column]):
                n = (2 * exponent / np.pi)**0.75 * (2 * np.sqrt(exponent))**l
                entries.append((len(primitives), ao_index, c * n))
                primitives.append((exponent, centre, powers))
            ao_index += 1
contraction = np.zeros((len(primitives), mol.nao))
for row, column, value in entries:
    contraction[row, column] = value
T_prim = np.array([[pso_from_field(x, y, ZERO) for y in primitives]
                   for x in primitives])
T_ao = np.einsum("pm,pqi,qn->imn", contraction, T_prim, contraction,
                 optimize=True)
grid = dft.gen_grid.Grids(mol)
grid.atom_grid, grid.prune = (100, 590), None
grid.build()
keep = grid.weights != 0
points, weights = grid.coords[keep], grid.weights[keep]
ao = mol.eval_gto("GTOval_sph_deriv1", points)
kernel = points / np.linalg.norm(points, axis=1)[:, None]**3
T_grid = []
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    right = (kernel[:, j, None] * ao[k + 1]
             - kernel[:, k, None] * ao[j + 1])
    T_grid.append(ao[0].T @ (weights[:, None] * right))
grid_error = np.max(abs(T_ao - np.array(T_grid)))
antisymmetry_error = np.max(abs(T_ao + T_ao.transpose(0, 2, 1)))
# The partitioned molecular grid, not the analytic side, limits agreement.
assert grid_error < 5e-5
assert antisymmetry_error < 1e-9
T_mo = np.einsum("mp,imn,nq->ipq", mf.mo_coeff, T_ao, mf.mo_coeff,
                 optimize=True)
nocc = mol.nelectron // 2
diagonal_error = max(np.max(abs(np.diag(component))) for component in T_mo)
pair = next(q for q in range(nocc, mol.nao - 1)
            if abs(mf.mo_energy[q + 1] - mf.mo_energy[q]) < 1e-5)
strength = np.sqrt(np.sum(T_mo[:, nocc - 1, pair:pair + 2]**2, axis=1))
assert diagonal_error < 1e-9
assert abs(strength[0] - strength[1]) < 1e-5
assert strength[2] < 1e-5 and strength[0] > 1e-3


def show(label, value, unit=""):
    if isinstance(value, np.ndarray):
        text = " ".join(f"{x:.8f}" for x in value)
    elif np.iscomplexobj(value):
        text = f"{value.real:+.8f} {value.imag:+.8f} i"
    elif isinstance(value, (int, np.integer)):
        text = str(value)
    else:
        text = f"{value:.8f}"
    print(f"{label}: {text} {unit}".rstrip())


show("s exponents a, b", np.array([a, b]), "bohr^-2")
show("centre A", A, "bohr")
show("centre B", B, "bohr")
show("nucleus K", ZERO, "bohr")
show("total exponent p", p, "bohr^-2")
show("product centre P", P, "bohr")
show("normalization product", norm, "bohr^-3")
show("Gaussian product factor", overlap_factor)
show("Boys argument", boys_argument)
show("Boys F0, F1, F2", F_boys)
show("R100", R_s[1, 0, 0][0], "bohr^-1")
show("R010", R_s[0, 1, 0][0], "bohr^-1")
show("R110", R_s[1, 1, 0][0], "bohr^-2")
show("normalized Fx(a, dy b)", xy_ab, "bohr^-3")
show("normalized Fy(a, dx b)", yx_ab, "bohr^-3")
show("normalized Fx(b, dy a)", xy_ba, "bohr^-3")
show("normalized Fy(b, dx a)", yx_ba, "bohr^-3")
show("sum of Fx terms in both orders", xy_ab + xy_ba, "bohr^-3")
show("sum of Fy terms in both orders", yx_ab + yx_ba, "bohr^-3")
show("Tz(a,b)", T_ab[2], "bohr^-3")
show("Tz(b,a)", T_ba[2], "bohr^-3")
show("s-pair operator element z(a,b)", -1j * T_ab[2], "bohr^-3")
show("one-centre p exponent", p_exp, "bohr^-2")
show("one-centre p-pair Tz", T_p, "bohr^-3")
show("magnetic field Bz", magnetic[2], "a.u.")
show("London element z(a,b)", G_ab[2], "bohr^-3")
show("London element z(b,a)", G_ba[2], "bohr^-3")
show("London element z(a,b), reversed field", G_reverse[2], "bohr^-3")
print(f"largest zero-field d/p and d/f quadrature error: {quad_error:.2e} a.u.")
print(f"largest London quadrature error: {london_error:.2e} a.u.")
show("NH3 hydrogen distance from axis", h_radius, "bohr")
show("NH3 hydrogen height", h_height, "bohr")
show("NH3 N-H distance", np.hypot(h_radius, h_height), "bohr")
show("NH3 contracted basis functions", mol.nao)
show("NH3 primitive Cartesian functions", len(primitives))
show("NH3 RHF/6-31G energy", energy, "hartree")
print(f"NH3 largest analytic-grid difference: {grid_error:.2e} bohr^-3")
print(f"NH3 antisymmetry residual: {antisymmetry_error:.2e} bohr^-3")
print(f"NH3 largest orbital diagonal: {diagonal_error:.2e} bohr^-3")
show("NH3 highest occupied orbital number", nocc)
show("NH3 first orbital number of virtual pair", pair + 1)
show("NH3 highest occupied energy", mf.mo_energy[nocc - 1], "hartree")
show("NH3 virtual pair energies", mf.mo_energy[pair:pair + 2], "hartree")
show("NH3 coupling strength x", strength[0], "bohr^-3")
show("NH3 coupling strength y", strength[1], "bohr^-3")
print(f"NH3 coupling strength z: {strength[2]:.2e} bohr^-3")
print("finished without a failed check")
```

Running it gives:

```
s exponents a, b: 0.80000000 0.50000000 bohr^-2
centre A: 1.00000000 0.00000000 0.00000000 bohr
centre B: 0.00000000 1.50000000 0.00000000 bohr
nucleus K: 0.00000000 0.00000000 0.00000000 bohr
total exponent p: 1.30000000 bohr^-2
product centre P: 0.61538462 0.57692308 0.00000000 bohr
normalization product: 0.25548487 bohr^-3
Gaussian product factor: 0.36787944
Boys argument: 0.92500000
Boys F0, F1, F2: 0.76132132 0.19718373 0.10541610
R100: -0.31549397 bohr^-1
R010: -0.29577560 bohr^-1
R110: 0.25299863 bohr^-2
normalized Fx(a, dy b): 0.17649582 bohr^-3
normalized Fy(a, dx b): -0.03847996 bohr^-3
normalized Fx(b, dy a): -0.06156794 bohr^-3
normalized Fy(b, dx a): 0.15340784 bohr^-3
sum of Fx terms in both orders: 0.11492788 bohr^-3
sum of Fy terms in both orders: 0.11492788 bohr^-3
Tz(a,b): 0.21497578 bohr^-3
Tz(b,a): -0.21497578 bohr^-3
s-pair operator element z(a,b): +0.00000000 -0.21497578 i bohr^-3
one-centre p exponent: 1.00000000 bohr^-2
one-centre p-pair Tz: 2.12769216 bohr^-3
magnetic field Bz: 0.20000000 a.u.
London element z(a,b): +0.04030018 -0.21180116 i bohr^-3
London element z(b,a): +0.04030018 +0.21180116 i bohr^-3
London element z(a,b), reversed field: -0.04030018 -0.21180116 i bohr^-3
largest zero-field d/p and d/f quadrature error: 1.87e-13 a.u.
largest London quadrature error: 2.67e-14 a.u.
NH3 hydrogen distance from axis: 1.77000000 bohr
NH3 hydrogen height: -0.72000000 bohr
NH3 N-H distance: 1.91083751 bohr
NH3 contracted basis functions: 15
NH3 primitive Cartesian functions: 34
NH3 RHF/6-31G energy: -56.16107674 hartree
NH3 largest analytic-grid difference: 8.68e-08 bohr^-3
NH3 antisymmetry residual: 1.47e-16 bohr^-3
NH3 largest orbital diagonal: 1.77e-16 bohr^-3
NH3 highest occupied orbital number: 5
NH3 first orbital number of virtual pair: 7
NH3 highest occupied energy: -0.41502879 hartree
NH3 virtual pair energies: 0.31921826 0.31921826 hartree
NH3 coupling strength x: 1.20505531 bohr^-3
NH3 coupling strength y: 1.20505531 bohr^-3
NH3 coupling strength z: 4.38e-16 bohr^-3
finished without a failed check
```
